# Comment on donor exchange and valley interference in tensile-strained silicon

**The argument under review.** The manuscript considers pairs of shallow donors in a silicon layer grown on (001) and stretched in its plane. It reasons as follows. In unstrained silicon the donor electron is shared among six valleys, and interference between them makes the exchange splitting change sharply when a donor moves by one lattice site. Biaxial tension raises four valleys and leaves two. These two have the same energy, mass and envelope. The exchange is therefore a smooth function of donor separation, and placement need only be accurate on the scale of the Bohr radius.

The first three statements are sound within the usual effective-mass picture. The conclusion does not follow from them. Equal energies and envelopes do not make two valleys one: they sit at opposite wavevectors, $+k_0\hat z$ and $-k_0\hat z$, and their relative phase depends on the height of the donor.

**1. What the strain removes**

Let $x,y$ lie in the layer and $z$ along growth. With in-plane strain $\varepsilon_\parallel=0.008$ and $\varepsilon_\perp=-0.77\,\varepsilon_\parallel$, the $x,y$ valleys lie above the $z$ valleys by

$$\Delta_s=\Xi_u(\varepsilon_\parallel-\varepsilon_\perp)=9000\times0.008\times1.77\ \text{meV}=127\ \text{meV},$$

where $\Xi_u=9$ eV is a rough deformation potential. The donor's central cell couples the valleys. I model it as a contact attraction whose matrix elements are all $-\delta$, with $\delta=2$ meV.

Let $\alpha_x$ be the amplitude in each of the four upper valleys and $\alpha_z$ that in each of the two lower ones. The eigenvalue equation for an upper valley is

$$\Delta_s\alpha_x-\delta(4\alpha_x+2\alpha_z)=E\alpha_x .$$

To leading order $E=-2\delta$, so $\alpha_x\simeq2\delta\alpha_z/(\Delta_s-2\delta)$. With $\alpha_z\simeq1/\sqrt2$ this gives $\alpha_x\simeq0.023$ and a total upper-valley weight $4\alpha_x^2\simeq0.002$; diagonalizing the six-valley matrix gives 0.0021. Dropping four valleys is justified here.

**2. The phase that remains**

Write the two Bloch functions as $\phi_\pm(\mathbf r)=e^{\pm ik_0z}u_\pm(\mathbf r)$ with $u_-=u_+^*$. A contact attraction at the donor site $\mathbf R_D$ has valley matrix elements $-g\,\phi_\mu^*(\mathbf R_D)\phi_\nu(\mathbf R_D)$, with $g>0$. Acting on the vector $c_\nu=\phi_\nu^*(\mathbf R_D)$, it gives

$$-g\,\phi_\mu^*(\mathbf R_D)\sum_\nu|\phi_\nu(\mathbf R_D)|^2 ,$$

which is a negative multiple of $c_\mu$. Vectors orthogonal to $c$ have eigenvalue zero. The ground state thus has $c_\mu\propto\phi_\mu^*(\mathbf R_D)$: the donor fixes the valley phases at its own nucleus.

Silicon has two atoms, A and B, in its primitive cell, and an odd number of atomic layers leads from one sublattice to the other. The phase rule therefore needs $u_+$ on both. A quarter turn about $z$ followed by the shift $(a/4)(1,1,1)$ maps the crystal onto itself and A onto B. Diagonalizing a local-pseudopotential Hamiltonian with the Cohen-Bergstresser form factors gives, at the conduction minimum, $u_+(B)/u_+(A)=1.000000$. This identifies the band as the one whose periodic part is unchanged by the screw operation. The tension preserves that operation, so the property survives unless another band crosses.

Choose the phase of $u_+$ so that it is real and positive at the atoms. Then $c_\pm=e^{\mp ik_0Z_D}/\sqrt2$ on either sublattice, where $Z_D$ is the donor height, and

$$\psi_D=\frac{F(\mathbf r-\mathbf R_D)}{\sqrt2}\left[e^{ik_0(z-Z_D)}u_++e^{-ik_0(z-Z_D)}u_-\right].$$

$F$ is the envelope common to both valleys.

**3. The transition density**

Put donor A at the origin and donor B at $\mathbf R=(X,Y,Z)$. Both orbitals are real. Multiplying them gives four terms. The two that pair a valley with itself add to $|u_+|^2\cos(k_0Z)$, and the two cross terms are complex conjugates of each other:

$$\psi_A\psi_B=F_AF_B\left\{|u_+|^2\cos(k_0Z)+\mathrm{Re}\left[u_+^2e^{ik_0(2z-Z)}\right]\right\}.$$

The cell average of $|u_+|^2$ is one. The second term would be harmless if all its Fourier components were fast, but this needs a check. Its wavevectors are $2k_0\hat z$ shifted by reciprocal-lattice vectors. The calculated minimum is at $k_0=0.853\,(2\pi/a)$ with 137 plane waves (a larger basis moves it to 0.854, which lowers the one-layer factor found below from 0.0525 to 0.0519), so the shift by $4\pi/a$ along $z$ would leave a slow component of length $2-1.706=0.294$ in units of $2\pi/a$.

The screw symmetry forbids it. The product $u_+^2$ is invariant under the operation. A component along $z$ is unaffected by the rotation, while the shift by $a/4$ multiplies it by a phase of magnitude $(4\pi/a)(a/4)=\pi$, that is, by $-1$. A number equal to its own negative is zero. The band calculation gives $3\times10^{-14}$ for this component, against 0.16 for the unshifted one and 0.36 for the shift $(1,1,1)$. The last has length $\sqrt{1+1+0.706^2}=1.58$ in the same units and is fast. Hence, to leading order in the ratio of valley period to envelope size,

$$\psi_A\psi_B\simeq F_AF_B\cos(k_0Z),\qquad S=S_0\cos(k_0Z),$$

where $S$ is the overlap of the two orbitals and $S_0$ that of the envelopes.

**4. From density to exchange**

Define $J=E_T-E_S$, triplet minus singlet energy. In the Heitler-London picture each orbital is taken as an eigenstate, of energy $E_0$, of its own donor. Acting on $\psi_A(1)\psi_B(2)$, the Hamiltonian then gives $2E_0$ plus the residual interaction

$$W=\frac{e^2}{4\pi\epsilon_0\epsilon}\left(\frac1{r_{12}}+\frac1R-\frac1{r_{1B}}-\frac1{r_{2A}}\right).$$

Let $D$ be the expectation value of $W$ in $\psi_A(1)\psi_B(2)$, and $X_e$ its matrix element between that product and the one with the electrons exchanged. The symmetric and antisymmetric combinations have energies

$$E_{S,T}=2E_0+\frac{D\pm X_e}{1\pm S^2},$$

with the upper sign for the singlet. Subtracting, the numerator is

$$(D-X_e)(1+S^2)-(D+X_e)(1-S^2)=2S^2D-2X_e,$$

so

$$J=\frac{2(S^2D-X_e)}{1-S^4}.$$

Now count factors of $\cos(k_0Z)$. The electron repulsion in $X_e$ contains the transition density twice. The $1/R$ term carries $S^2$. Each attraction term carries one $S$ and one integral over the transition density. All of $X_e$ therefore scales as $\cos^2(k_0Z)$, as does $S^2$. $D$ involves the separate densities $\psi_A^2$ and $\psi_B^2$, whose slow parts have no such factor. With $S_0^4\ll1$ in the denominator,

$$\boxed{J(\mathbf R)\simeq J_{\rm env}(\mathbf R)\cos^2(k_0Z)=\tfrac12J_{\rm env}(\mathbf R)\left[1+\cos(2k_0Z)\right]}$$

where $J_{\rm env}$ is the exchange computed from the envelopes alone.

The manuscript's conclusion is the case $Z=0$. Two donors in the same atomic plane have the full $J_{\rm env}$, wherever they sit in that plane. If they are $n$ layers apart, $Z=na_\perp/4$, where $a_\perp$ is the cell length along growth. Writing $k_0=2\pi f/a_\perp$, the phase is $k_0Z=n\pi f/2$. The layer spacing cancels, and $f$ alone sets the pattern. For $f=0.853$ one layer turns the phase by $76.8^\circ$, close to a node.

**5. The in-plane case, with six valleys and with two**

The manuscript is right that strain brings a real gain. With six equally weighted valleys, the argument of section 3 gives the slow overlap

$$S_6=\tfrac13\left[S_x\cos(k_0X)+S_y\cos(k_0Y)+S_z\cos(k_0Z)\right],$$

where $S_i$ is the envelope overlap for the valley pair on axis $i$. Products of valleys on different axes drop out because they are fast: the wavevector $(k_0,k_0,0)$, shifted by the reciprocal-lattice vector that shortens it most, becomes $(0.147,0.147,1)$ in units of $2\pi/a$ up to signs, of length 1.02. Take a pair 24 cells apart along $x$ and move one donor by $(\tfrac12,\tfrac12,0)$ cells. The squared overlap falls to 0.004 of its starting value with six valleys, but only to 0.85 with two. For a move of $(0,1,0)$ the values are 0.63 and 0.99. Envelope radii are held fixed in this comparison, and each case is measured against its own starting point.

The reason can be read from the formula. The $x$-valley envelope is short along the line joining the donors and contributes little to the starting overlap. The $y$ and $z$ terms then nearly cancel when $Y=a/2$, since $\cos(\pi f)=-0.90$. What remains is so small that the $x$ term supplies about a quarter of it, and the value 0.004 is sensitive to $f$: it is 0.003 at $f=0.83$ and 0.001 at $f=0.87$. Strain removes the $y$ term and leaves the $z$ term, whose phase responds to height.

**6. Numbers for a pair 13 nm apart**

I take rough silicon values: transverse and longitudinal masses $m_t=0.19$ and $m_l=0.92$ (in electron masses $m_0$), and relative permittivity $\epsilon=11.7$. The trial envelope is

$$F=\frac{e^{-s}}{\sqrt{\pi a_B^2b}},\qquad s^2=\frac{x^2+y^2}{a_B^2}+\frac{z^2}{b^2}.$$

In the scaled coordinates this is a hydrogen 1s function. Each mean squared derivative is $1/3$ and the mean of $1/s$ is 1. The Coulomb term then needs the angular average

$$\int_0^1\frac{d\mu}{\sqrt{a_B^2-(a_B^2-b^2)\mu^2}}=\frac{\arcsin\sqrt{1-b^2/a_B^2}}{\sqrt{a_B^2-b^2}},$$

and the energy is

$$E=\frac{\hbar^2}{2m_0}\left(\frac{2}{3m_ta_B^2}+\frac1{3m_lb^2}\right)-\frac{e^2}{4\pi\epsilon_0\epsilon}\,\frac{\arcsin\sqrt{1-b^2/a_B^2}}{\sqrt{a_B^2-b^2}} .$$

Its minimum lies at $a_B=2.44$ nm and $b=1.40$ nm, with a binding energy of 29.6 meV. The nominal separation is 24 in-plane cells, $24\times0.5474=13.14$ nm, or $s=5.39$. The envelope overlap is

$$S_0=e^{-s}(1+s+s^2/3)=0.073,$$

so $S_0^4\approx3\times10^{-5}$ is indeed negligible.

The second donor is now moved to true lattice sites 0 to 4 layers higher. The exchange was integrated with the oscillating orbitals $\sqrt2\cos[k_0(z-Z_D)]F$, keeping the fast density at $2k_0$ but setting the periodic parts $u_\pm$ to one.

| Layers | $J_{\rm env}$ (µeV) | $J$ (µeV) | $J/J_{\rm env}$ | $\cos^2(k_0Z)$ |
|---|---|---|---|---|
| 0 | 134.6 | 134.8 | 1.001 | 1.000 |
| 1 | 122.6 | 6.4 | 0.052 | 0.052 |
| 2 | 111.5 | 89.5 | 0.802 | 0.801 |
| 3 | 121.3 | 49.6 | 0.409 | 0.409 |
| 4 | 131.7 | 47.8 | 0.363 | 0.363 |

The last two columns were tested to agree within 0.01; the largest difference is 0.0014. The same integration method gives 4.43 mHa for two hydrogen atoms 5 bohr apart, against 4.45 mHa from the closed Heitler-London formula. The integration fits the envelope with Gaussians, and this fit leaves $J_{\rm env}$ about 1 % (1.2 µeV) low. The last digits of the absolute values are therefore not significant, while the ratio of $J_{\rm env}$ between sites is unchanged at the precision used below.

One layer reduces $J$ from 135 to 6.4 µeV (33 to 1.6 GHz), a factor of 21. Of this, $134.6/122.6=1.10$ comes from the envelope, because the site used for this row is also a quarter cell further away along $x$. An equally near site one layer up lies a quarter cell closer, and there the envelope exchange rises instead, by 9 %, so that the drop is a factor of about 17. The remaining factor of 19 is valley interference. The four-layer row is a displacement purely along growth: there $J_{\rm env}$ changes by 2 % and $J$ by a factor of 2.8.

The variation does not die out with height on this scale. For $n=7$ the phase is $537^\circ$, only $3^\circ$ from a multiple of $180^\circ$, and the factor returns to nearly one. If the layer difference is spread widely enough to sample all phases evenly, $\cos(2k_0Z)$ averages to zero and the mean factor is $\tfrac12$, with individual pairs anywhere between 0 and 1.

**7. How far the numbers can be trusted**

The interference factor and the absolute scale of $J$ have different uncertainties.

For the factor, $f$ matters most. It was calculated for unstrained silicon, and strain may shift it. Between $f=0.83$ and $0.87$ the one-layer factor runs from 0.070 to 0.041. A phase error grows in proportion to $n$, so predictions for many layers are less secure. The remaining $x,y$ valleys, if their envelope overlaps do not exceed that of the $z$ valleys, keep the one-layer factor between 0.051 and 0.053.

The scale is less certain:

- The trial envelope is not an eigenstate. Using the full energy expectation instead of $W$ raises the nominal $J$ to 162 µeV, by 20 %.
- In the contact model with the assumed $\delta$, the central cell deepens the level by about $2\delta=4$ meV. If both radii shrink as the inverse root of the binding energy, by a factor 0.94, $J$ falls to 81 µeV, by 40 %.
- For two hydrogen atoms at the same scaled distance, Heitler-London gives 2.39 mHa and full configuration interaction in the aug-cc-pVTZ basis gives 2.70 mHa. The former is 11 % low relative to the latter. The aug-cc-pVQZ basis raises the latter by 0.02 mHa and the shortfall to 12 %. This isotropic analogue indicates a size, not a correction for silicon.

The law itself has been derived and tested at the Heitler-London level only. Near a node its leading term vanishes, and what survives is set by the fast densities, the residual valleys and virtual occupation of the odd valley combination, whose overlap with the neighbour's ground state varies as $\sin(k_0Z)$. Neither the size nor the sign of $J$ at a node should be taken from the boxed formula.

**8. Bearing on devices**

A strain of 0.8 % is roughly that of silicon on relaxed silicon-germanium with a fifth germanium, so the example is not extreme. For a donor at the centre of a 10 nm layer, 0.4 % of the model charge lies beyond the layer faces. With the assumed $\delta$, the odd valley state lies about $2\delta=4$ meV above the even one (4.3 meV in the six-valley matrix), against $k_BT=0.34$ meV at 4 K; the gap of a real donor depends on its species. At 0.1 K, $k_BT=8.6$ µeV is well below the same-plane $J$ but above the one-layer $J$, so the second pair would not settle reliably into its singlet. The manuscript's conclusion rests on both donors lying in one atomic plane; in the example above, a single-layer error costs a factor of 17 to 21, depending on the site. Gate fields, alloy disorder and interface steps are left out of the model, and I have not estimated their effect.

**Requested revision.** The claim of a smooth exchange should be restricted to donors in a common (001) plane, under strain splitting much larger than the valley-orbit coupling. The placement tolerance should be stated separately for the two directions: a fraction of the Bohr radius in the plane, and the same atomic layer along growth. If the fabrication process cannot guarantee the latter, the manuscript should give the distribution of $J$ over layer differences instead of a single value. The program that produced the numbers accompanies this comment.

## Numbers as computed

```
Valley position f = k0 a/(2 pi): 0.8528
u(B)/u(A), real part: 1.000000
Valley overlap, one layer apart: 0.2291
Valley product, G=000: 0.1604
Valley product, G=111: 0.3551
Valley product, G=002: 3.0e-14
Hydrogen test R=5 bohr, closed J: 4.4470 mHa
  integral code: 4.4290 mHa
  energy expectation: 4.4499 mHa
Inputs: m_t 0.19, m_l 0.92, permittivity 11.7
Unstrained cell: 0.5431 nm
In-plane strain 0.8 %, strain ratio 0.77
Cells: in-plane 0.5474 nm, growth 0.5398 nm
k0: 9.928 1/nm; pi/k0: 0.3164 nm
Envelope radii: a 2.436 nm, b 1.397 nm
Envelope binding energy: 29.61 meV
Nominal separation: 13.139 nm = 5.394 a
Nominal envelope overlap S: 0.07306
Layers, Z/nm, J_env/ueV, J/ueV, J/J_env, cos^2(k0 Z):
  0 0.0000 134.58 134.775 1.0014 1.0000
  1 0.1349 122.63 6.428 0.0524 0.0525
  2 0.2699 111.53 89.462 0.8022 0.8011
  3 0.4048 121.33 49.631 0.4091 0.4086
  4 0.5398 131.72 47.813 0.3630 0.3626
J in GHz, 0 and 1 layer: 32.59, 1.554
J(0 layers)/J(1 layer): 21.0
In-plane move/cells: overlap^2 change, 6 valleys, 2 valleys:
  (0.5, 0.5, 0): 0.0044, 0.8498
  (0, 1, 0): 0.6269, 0.9933
Deformation potential: 9.0 eV
Strain splitting of valleys: 127.4 meV
Valley-orbit coupling delta: 2.0 meV
Weight left in x,y valleys: 0.00209
One-layer factor with it: 0.0513 to 0.0532
One-layer factor if f=0.83: 0.0696
One-layer factor if f=0.87: 0.0411
Nominal J, full energy expectation: 162.20 ueV
Radius factor from central cell: 0.9386
Nominal J with shrunk envelope: 80.62 ueV
Hydrogen analogue at 5.394 bohr:
  Heitler-London J 2.3932 mHa
  full CI, aug-cc-pVTZ J 2.6954 mHa
Charge beyond +-5 nm along z: 0.00356
kT at 0.1 K: 8.62 ueV; at 4 K: 344.7 ueV
Odd valley state above even: 4.0 meV
```
